# Why ultrasoft augmented densities fail at their own nucleus: test program

```python
"""Result under test: an ultrasoft augmented density with pseudized Q gives the
right electrostatic field outside its sphere, but not the density at its own
nucleus or <r^-3>; all-electron partial waves restore both.
Hartree atomic units. u = r*R(r) is a radial function, phi an all-electron
partial wave, phit its smooth partner, beta a projector, Q = phi*phi-phit*phit.
r_c is the sphere radius; Q is replaced by a polynomial below r_in.
Model: V = -[1+(Z-1)exp(-a r)]/r, plus w(r-r_c)^2 outside the sphere.
Radial functions are expanded in spectral elements with Lobatto quadrature."""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.constants import physical_constants

Z, A_SCREEN, R_C, W_CONF = 11.0, 2.0, 2.2, 0.02
V_BUMP, DELTA_E, R_FAR = 2.0, 0.2, 5.0
EDGES = [0, .05, .15, .4, .8, 1.2, 1.6, R_C, 3.2, 4.5, 6.5, 9, 12, 16, 22]
P = 12

# Lobatto points, weights and differentiation matrix on [-1, 1]
cP = np.zeros(P + 1)
cP[P] = 1
x_ref = np.concatenate(([-1], np.sort(leg.legroots(leg.legder(cP)).real), [1]))
leg_x = leg.legval(x_ref, cP)
w_ref = 2 / (P * (P + 1) * leg_x**2)
gap = x_ref[:, None] - x_ref[None, :] + np.eye(P + 1)
DIFF = leg_x[:, None] / leg_x[None, :] / gap
np.fill_diagonal(DIFF, 0)
DIFF[0, 0], DIFF[P, P] = -P * (P + 1) / 4, P * (P + 1) / 4


def assemble(edges):
    n = P * (len(edges) - 1) + 1
    r, w, stiff = np.zeros(n), np.zeros(n), np.zeros((n, n))
    for k in range(len(edges) - 1):
        h = edges[k + 1] - edges[k]
        s = slice(k * P, (k + 1) * P + 1)
        r[s] = edges[k] + h * (x_ref + 1) / 2
        w[s] += w_ref * h / 2
        stiff[s, s] += DIFF.T @ np.diag(w_ref) @ DIFF * 2 / h
    return r, w, stiff


def inverse(r):
    # Value at the origin is irrelevant because every u vanishes there.
    out = np.zeros_like(r)
    out[1:] = 1 / r[1:]
    return out


def end_slope(f, k):
    """Left-sided derivative at EDGES[k]."""
    h = EDGES[k] - EDGES[k - 1]
    return DIFF[-1] @ f[(k - 1) * P:k * P + 1] * 2 / h


def origin_slope(f):
    return DIFF[0] @ f[:P + 1] * 2 / (EDGES[1] - EDGES[0])


r, w, stiff = assemble(EDGES)
K_C = EDGES.index(R_C)
r_s, w_s, stiff_s = assemble(EDGES[:K_C + 1])
n_s = len(r_s)
ir, ir_s = inverse(r), inverse(r_s)
v_atom = -(1 + (Z - 1) * np.exp(-A_SCREEN * r)) * ir
v_env = np.where(r > R_C, W_CONF * (r - R_C)**2, 0)
v_rc = v_atom[n_s - 1]
v_loc = np.where(r < R_C, v_rc + V_BUMP * (1 - r**2 / R_C**2), v_atom)


def radial_h(l, v):
    return stiff / 2 + np.diag(w * (v + l * (l + 1) * ir**2 / 2))


def solve(h, s, index):
    e, vec = eigh(h[1:-1, 1:-1], s[1:-1, 1:-1])
    return e[index], np.concatenate(([0], vec[:, index], [0]))


# Solver against analytic hydrogenic values
_, u2s = solve(radial_h(0, -Z * ir), np.diag(w), 1)
_, u2p = solve(radial_h(1, -Z * ir), np.diag(w), 0)
assert abs(origin_slope(u2s)**2 / (4*np.pi) / (Z**3 / (8*np.pi)) - 1) < 1e-5
assert abs(np.sum(w * u2p**2 * ir**3) / (Z**3 / 24) - 1) < 1e-5


def ultrasoft(l, e_ref):
    """Build two projectors and solve the compressed pseudo problem."""
    energies = np.array([e_ref, e_ref + DELTA_E])
    phi, phit, chi = [], [], []
    powers = l + 1 + 2 * np.arange(3)
    for e in energies:
        v_eff = v_atom[:n_s] + l * (l + 1) * ir_s**2 / 2
        a = stiff_s / 2 + np.diag(w_s * (v_eff - e))
        u = np.zeros(n_s)
        u[-1] = 1
        u[1:-1] = np.linalg.solve(a[1:-1, 1:-1], -a[1:-1, -1])
        curvature = 2 * (v_eff[-1] - e) * u[-1]
        match = np.array([R_C**powers, powers * R_C**(powers - 1.0),
                          powers * (powers - 1) * R_C**(powers - 2.0)])
        c = np.linalg.solve(match, [u[-1], end_slope(u, K_C), curvature])
        ut = sum(ck * r_s**s for ck, s in zip(c, powers))
        kin = sum(ck * (s * (s - 1) - l * (l + 1)) * r_s**(s - 2)
                  for ck, s in zip(c[1:], powers[1:]))
        phi.append(u)
        phit.append(ut)
        chi.append((e - v_loc[:n_s]) * ut + kin / 2)
    phi, phit, chi = map(np.array, (phi, phit, chi))
    b = (phit * w_s) @ chi.T
    q = (phi * w_s) @ phi.T - (phit * w_s) @ phit.T
    beta = np.linalg.inv(b).T @ chi
    d = b + q * energies[None, :]
    assert abs(d[0, 1] - d[1, 0]) < 1e-6 * np.max(np.abs(d))
    proj = np.zeros((2, len(r)))
    proj[:, :n_s] = beta * w_s
    h = radial_h(l, v_loc + v_env) + proj.T @ ((d + d.T) / 2) @ proj
    e, ut = solve(h, np.diag(w) + proj.T @ q @ proj, 0)
    c = proj @ ut
    return e, ut, c @ phi, c @ phit


def pseudize(q, r_in, L):
    """Keep value and slope at r_in and the r^L moment; linear in q."""
    k = EDGES.index(r_in)
    r_i, w_i, _ = assemble(EDGES[:k + 1])
    m = len(r_i)
    s = L + 2 + 2 * np.arange(3)
    rows = np.array([np.ones(3), s / r_in, r_in**(L + 1) / (s + L + 1.0)])
    moment = np.sum(w_i * r_i**L * q[:m])
    a = np.linalg.solve(rows, [q[m - 1], end_slope(q, k), moment])
    out = q.copy()
    out[:m] = sum(ak * (r_i / r_in)**sk for ak, sk in zip(a, s))
    return out, a[0] / r_in**2


x_ang, w_ang = leg.leggauss(50)
P2 = (3 * x_ang**2 - 1) / 2


def far_field(n0, n2):
    """Potential and V_zz at R_FAR on the z axis, by direct Coulomb quadrature."""
    charge = -(n0[:, None] + 2 * n2[:, None] * P2) / 2
    weight = charge * w_s[:, None] * w_ang
    dz = R_FAR - r_s[:, None] * x_ang
    dist = np.sqrt(R_FAR**2 + r_s[:, None]**2 - 2 * R_FAR * r_s[:, None] * x_ang)
    return np.sum(weight / dist), np.sum(weight * (3*dz**2 - dist**2) / dist**5)


def rel(a, b):
    return abs(a / b - 1)


print(f"Model: Z = {Z:.0f}, screening a = {A_SCREEN} bohr^-1, r_c = {R_C} bohr")
print(f"Confinement coefficient w = {W_CONF} hartree/bohr^2")
print(f"Separation of the two reference energies = {DELTA_E} hartree")
R_INS = [1.6, 1.2, 0.8, 0.05]

# s channel: density at the nucleus
e_free, _ = solve(radial_h(0, v_atom), np.diag(w), 2)
e_ae, u_ae = solve(radial_h(0, v_atom + v_env), np.diag(w), 2)
e_us, ut, on_ae, on_ps = ultrasoft(0, e_free)
contact = origin_slope(u_ae)**2 / (4 * np.pi)
smooth = origin_slope(ut)**2 / (4 * np.pi)
rebuilt = smooth + (origin_slope(on_ae)**2 - origin_slope(on_ps)**2) / (4*np.pi)
print(f"3s free-atom energy = {e_free:.5f} hartree")
print(f"3s compressed energy, all-electron = {e_ae:.5f} hartree")
print(f"3s compressed energy, ultrasoft    = {e_us:.5f} hartree")
print(f"3s density at nucleus, all-electron  = {contact:.5f} bohr^-3")
print(f"3s density at nucleus, smooth wave   = {smooth:.5f} bohr^-3")
print(f"3s density at nucleus, reconstructed = {rebuilt:.5f} bohr^-3")
assert abs(e_us - e_ae) < 1e-3
# A finite set of two partial waves limits the reconstruction.
assert rel(rebuilt, contact) < 0.01
errors = {}
for r_in in R_INS:
    _, lead = pseudize(on_ae**2 - on_ps**2, r_in, 0)
    value = smooth + lead / (4 * np.pi)
    errors[r_in] = rel(value, contact)
    print(f"  augmented, r_in = {r_in:4.2f} bohr: {value:.5f} bohr^-3, "
          f"ratio to all-electron {value / contact:.4f}")
assert min(errors[x] for x in R_INS[:3]) > 0.3
assert errors[0.05] < 0.5 * errors[1.2]

# p channel: r^-3 and the field gradient of one p_z electron
e_free, _ = solve(radial_h(1, v_atom), np.diag(w), 1)
e_ae, u_ae = solve(radial_h(1, v_atom + v_env), np.diag(w), 1)
e_us, ut, on_ae, on_ps = ultrasoft(1, e_free)
angular = np.sum(w_ang * 1.5 * x_ang**2 * (3 * x_ang**2 - 1))
assert abs(angular - 4 / 5) < 1e-12
r3 = np.sum(w * u_ae**2 * ir**3)
smooth = np.sum(w * ut**2 * ir**3)
q_full = on_ae**2 - on_ps**2
rebuilt = smooth + np.sum(w_s * q_full * ir_s**3)
print(f"3p free-atom energy = {e_free:.5f} hartree")
print(f"3p compressed energy, all-electron = {e_ae:.5f} hartree")
print(f"3p compressed energy, ultrasoft    = {e_us:.5f} hartree")
print(f"3p <r^-3>, all-electron  = {r3:.5f} bohr^-3")
print(f"3p <r^-3>, smooth wave   = {smooth:.5f} bohr^-3")
print(f"3p <r^-3>, reconstructed = {rebuilt:.5f} bohr^-3")
assert abs(e_us - e_ae) < 1e-3
assert rel(rebuilt, r3) < 0.01
n_ae = u_ae[:n_s]**2
n_smooth = ut[:n_s]**2
phi_ae, grad_ae = far_field(n_ae, n_ae)
quad_ae = np.sum(w_s * r_s**2 * n_ae)
phi_sm, grad_sm = far_field(n_smooth, n_smooth)
print(f"Outside point on z axis: R = {R_FAR} bohr; 3p sphere charge only")
print(f"  all-electron: potential {phi_ae:.6f}, V_zz {grad_ae:.6f} a.u.")
print(f"  smooth only:  potential {phi_sm:.6f}, V_zz {grad_sm:.6f} a.u.")
print(f"  all-electron sphere r^2 moment = {quad_ae:.5f} bohr^2")
errors, values = {}, {}
for r_in in R_INS:
    q0, _ = pseudize(q_full, r_in, 0)
    q2, _ = pseudize(q_full, r_in, 2)
    value = smooth + np.sum(w_s * q2 * ir_s**3)
    phi_aug, grad_aug = far_field(n_smooth + q0, n_smooth + q2)
    quad = np.sum(w_s * r_s**2 * (n_smooth + q2))
    errors[r_in], values[r_in] = rel(value, r3), value
    print(f"  augmented, r_in = {r_in:4.2f} bohr: <r^-3> {value:.5f} bohr^-3, "
          f"ratio {value / r3:.4f}")
    print(f"    potential {phi_aug:.6f}, V_zz {grad_aug:.6f} a.u., "
          f"r^2 moment {quad:.5f} bohr^2")
    assert rel(phi_aug, phi_ae) < 0.01
    assert rel(grad_aug, grad_ae) < 0.01
    assert rel(quad, quad_ae) < 0.01
assert min(errors[x] for x in R_INS[:3]) > 0.3
assert errors[0.05] < 0.5 * errors[1.2]

unit = physical_constants["atomic unit of electric field gradient"][0]
print("V_zz at the own nucleus from one 3p_z electron:")
for name, value in [("all-electron", r3), ("reconstructed", rebuilt),
                    ("augmented, r_in = 1.2 bohr", values[1.2])]:
    vzz = -angular * value
    print(f"  {name}: {vzz:.5f} a.u. = {vzz * unit:.4e} V/m^2")
print("success")
```

It prints:

```
Model: Z = 11, screening a = 2.0 bohr^-1, r_c = 2.2 bohr
Confinement coefficient w = 0.02 hartree/bohr^2
Separation of the two reference energies = 0.2 hartree
3s free-atom energy = -0.22331 hartree
3s compressed energy, all-electron = -0.18181 hartree
3s compressed energy, ultrasoft    = -0.18181 hartree
3s density at nucleus, all-electron  = 1.63890 bohr^-3
3s density at nucleus, smooth wave   = 0.00833 bohr^-3
3s density at nucleus, reconstructed = 1.64008 bohr^-3
  augmented, r_in = 1.60 bohr: 0.00106 bohr^-3, ratio to all-electron 0.0006
  augmented, r_in = 1.20 bohr: 0.01329 bohr^-3, ratio to all-electron 0.0081
  augmented, r_in = 0.80 bohr: 0.04101 bohr^-3, ratio to all-electron 0.0250
  augmented, r_in = 0.05 bohr: 1.14822 bohr^-3, ratio to all-electron 0.7006
3p free-atom energy = -0.12568 hartree
3p compressed energy, all-electron = -0.04223 hartree
3p compressed energy, ultrasoft    = -0.04223 hartree
3p <r^-3>, all-electron  = 0.98231 bohr^-3
3p <r^-3>, smooth wave   = 0.08065 bohr^-3
3p <r^-3>, reconstructed = 0.98424 bohr^-3
Outside point on z axis: R = 5.0 bohr; 3p sphere charge only
  all-electron: potential -0.036992, V_zz -0.003656 a.u.
  smooth only:  potential -0.037335, V_zz -0.003708 a.u.
  all-electron sphere r^2 moment = 0.54385 bohr^2
  augmented, r_in = 1.60 bohr: <r^-3> 0.06374 bohr^-3, ratio 0.0649
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
  augmented, r_in = 1.20 bohr: <r^-3> 0.06972 bohr^-3, ratio 0.0710
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
  augmented, r_in = 0.80 bohr: <r^-3> 0.17793 bohr^-3, ratio 0.1811
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
  augmented, r_in = 0.05 bohr: <r^-3> 0.98237 bohr^-3, ratio 1.0001
    potential -0.036992, V_zz -0.003655 a.u., r^2 moment 0.54379 bohr^2
V_zz at the own nucleus from one 3p_z electron:
  all-electron: -0.78585 a.u. = -7.6364e+21 V/m^2
  reconstructed: -0.78739 a.u. = -7.6514e+21 V/m^2
  augmented, r_in = 1.2 bohr: -0.05578 a.u. = -5.4202e+20 V/m^2
success
```
